# Energy Release in Four-Point-Bend Delamination of Two Equal Elastic Beams: a numerical check

```python
"""Steady interface cracking of a notched bilayer in four-point bending.

Result under test (plane strain, each crack tip, between the inner pins):
    G = 21 (1 - nu^2) P^2 L^2 / (16 E b^2 h^3)
P: total load; L: inner-to-outer pin distance; b: width;
h: thickness of ONE beam; E, nu: Young modulus and Poisson ratio.
The independent side is a 2D finite-element solution of half the bar.
G is found there from potential-energy differences, without beam theory.
The lower beam is notched at x = 0 and the crack runs along the interface.
"""
import numpy as np
from scipy.sparse import coo_matrix, csr_matrix
from scipy.sparse.linalg import spsolve

E, nu = 160e9, 0.20
b, h, L, P = 10e-3, 0.5e-3, 5e-3, 10.0
S = 5e-3                         # notch-to-inner-pin distance
per_h = 4                        # elements per beam thickness
d = h / per_h                    # square element side
pin_el = round(S / d)
arm_el = round(L / d)
n_el = pin_el + arm_el + per_h   # overhang of h beyond the outer pin
NX, NY = 2 * n_el + 1, 2 * per_h + 1
N = 2 * NX * NY


def node(layer, i, j):
    """Node number; layer 0 is the notched beam, layer 1 the whole beam."""
    return layer * NX * NY + i * NY + j


def elastic_matrix(plane_strain):
    mu = E / (2 * (1 + nu))
    lam = E * nu / ((1 + nu) * (1 - 2 * nu))
    if not plane_strain:         # eliminate the free transverse strain
        lam = 2 * lam * mu / (lam + 2 * mu)
    return np.array([[lam + 2 * mu, lam, 0],
                     [lam, lam + 2 * mu, 0],
                     [0, 0, mu]])


def element_stiffness(D):
    """Nine-node biquadratic square, 3 x 3 Gauss integration."""
    points, weights = np.polynomial.legendre.leggauss(3)

    def shape(t):
        return np.array([t * (t - 1) / 2, 1 - t * t, t * (t + 1) / 2])

    def slope(t):
        return np.array([t - 0.5, -2 * t, t + 0.5])

    k = np.zeros((18, 18))
    for s, ws in zip(points, weights):
        for t, wt in zip(points, weights):
            gx = np.outer(slope(s), shape(t)).ravel() * 2 / d
            gy = np.outer(shape(s), slope(t)).ravel() * 2 / d
            B = np.zeros((3, 18))
            B[0, 0::2] = gx
            B[1, 1::2] = gy
            B[2, 0::2] = gy
            B[2, 1::2] = gx
            k += b * ws * wt * (d / 2) ** 2 * B.T @ D @ B
    return k


def layer_stiffness(layer, ke):
    rows, cols, vals = [], [], []
    for ex in range(n_el):
        for ey in range(per_h):
            nodes = np.array([node(layer, 2 * ex + p, 2 * ey + q)
                              for p in range(3) for q in range(3)])
            dof = np.column_stack((2 * nodes, 2 * nodes + 1)).ravel()
            rows.append(np.repeat(dof, 18))
            cols.append(np.tile(dof, 18))
            vals.append(ke.ravel())
    data = (np.concatenate(vals),
            (np.concatenate(rows), np.concatenate(cols)))
    return coo_matrix(data, shape=(2 * N, 2 * N)).tocsr()


class Bar:
    def __init__(self, plane_strain=True, arm=arm_el):
        ke = element_stiffness(elastic_matrix(plane_strain))
        self.K_whole = layer_stiffness(1, ke)
        self.K = self.K_whole + layer_stiffness(0, ke)
        self.arm = arm
        self.cache = {}

    def solve(self, crack_el):
        """Displacements and potential energy for a crack of crack_el."""
        if crack_el in self.cache:
            return self.cache[crack_el]
        owner = np.arange(N)
        for i in range(2 * crack_el, NX):    # bonded interface nodes
            owner[node(0, i, NY - 1)] = node(1, i, 0)
        dof = np.column_stack((2 * owner, 2 * owner + 1)).ravel()
        T = csr_matrix((np.ones(2 * N), (np.arange(2 * N), dof)),
                       shape=(2 * N, 2 * N))
        force = np.zeros(2 * N)
        force[2 * node(1, 2 * pin_el, NY - 1) + 1] = -P / 2
        fixed = [2 * node(1, 0, j) for j in range(NY)]
        fixed.append(2 * node(0, 2 * (pin_el + self.arm), 0) + 1)
        free = np.setdiff1d(np.unique(dof), fixed)
        K = (T.T @ self.K @ T).tocsr()[free][:, free].tocsc()
        u = np.zeros(2 * N)
        u[free] = spsolve(K, (T.T @ force)[free])
        u = T @ u
        potential = 0.5 * u @ (self.K @ u) - force @ u
        self.cache[crack_el] = (u, potential)
        return self.cache[crack_el]

    def release(self, crack_el):
        """Energy released per area as the crack grows by one element."""
        before = self.solve(crack_el)[1]
        after = self.solve(crack_el + 1)[1]
        return (before - after) / (b * d)


def formula(modulus_factor, arm_length):
    return (21 * modulus_factor * P**2 * arm_length**2
            / (16 * E * b**2 * h**3))


# Beam-theory values
M = P * L / 2
E_plane = E / (1 - nu**2)
I_one = b * h**3 / 12
I_bonded = b * (2 * h)**3 / 12
curv_cracked = M / (E_plane * I_one)
curv_bonded = M / (E_plane * I_bonded)
G = formula(1 - nu**2, L)
G_open = 3 * M**2 / (E_plane * b**2 * h**3)
G_shear = 9 * M**2 / (4 * E_plane * b**2 * h**3)

# Plateau and its limits
bar = Bar()
starts = [0, 0.25, 0.5, 1, 2, 3, 4, 5, 6, 7, 9, 12, 15]
G_fe = {a: bar.release(round(a * per_h)) for a in starts}
for a in (3, 4, 5, 6, 7):
    assert abs(G_fe[a] / G - 1) < 2e-3
assert G_fe[15] < 0.5 * G        # smaller moment beyond the inner pin

# Dependence on pin distance and on the transverse constraint
short_L = 6 * h
G_short = Bar(arm=6 * per_h).release(5 * per_h)
assert abs(G_short / formula(1 - nu**2, short_L) - 1) < 2e-3
G_stress = Bar(plane_strain=False).release(5 * per_h)
assert abs(G_stress / formula(1.0, L) - 1) < 2e-3


# Curvatures from second differences of the interface deflection
def curvature(u, x_over_h, step_over_h):
    v = [u[2 * node(1, round(2 * per_h * x), 0) + 1]
         for x in (x_over_h - step_over_h, x_over_h,
                   x_over_h + step_over_h)]
    return (v[0] - 2 * v[1] + v[2]) / (step_over_h * h)**2


m = 5 * per_h
u_before = bar.solve(m)[0]
u_after = bar.solve(m + 1)[0]
fe_cracked = curvature(u_before, 1.0, 1.0)
fe_bonded = curvature(bar.solve(3 * per_h)[0], 6.5, 0.5)
assert abs(fe_cracked / curv_cracked - 1) < 1e-2
assert abs(fe_bonded / curv_bonded - 1) < 1e-2


# The crack faces must separate everywhere behind the tip
def jump(u, i, axis):
    return (u[2 * node(1, i, 0) + axis]
            - u[2 * node(0, i, NY - 1) + axis])


gaps = np.array([jump(u_before, i, 1) for i in range(2 * m)])
assert np.all(gaps > 0)

# Work of interface forces through the jumps that follow their release
on_whole = bar.K_whole @ u_before
parts = []
for axis in (0, 1):
    work = sum(-0.5 * on_whole[2 * node(1, i, 0) + axis]
               * jump(u_after, i, axis) for i in (2 * m, 2 * m + 1))
    parts.append(work / (b * d))
fe_shear, fe_open = parts
assert abs(fe_open / G_open - 1) < 5e-3
assert abs(fe_shear / G_shear - 1) < 5e-3
psi = np.degrees(np.arctan(np.sqrt(G_shear / G_open)))
psi_fe = np.degrees(np.arctan(np.sqrt(fe_shear / fe_open)))

print(f"Young modulus E = {E/1e9:.0f} GPa")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"width b = {b*1e3:.1f} mm")
print(f"one-beam thickness h = {h*1e3:.2f} mm")
print(f"inner-to-outer pin distance L = {L*1e3:.1f} mm")
print(f"notch-to-inner-pin distance = {S*1e3:.1f} mm")
print(f"total load P = {P:.1f} N")
print(f"bending moment M = {M*1e3:.2f} N mm")
print(f"plane-strain modulus = {E_plane/1e9:.2f} GPa")
print(f"one-beam bending stiffness = {E_plane*I_one:.5f} N m^2")
print(f"bonded bending stiffness = {E_plane*I_bonded:.5f} N m^2")
print(f"cracked curvature, beam = {curv_cracked:.4f} 1/m")
print(f"cracked curvature, 2D = {fe_cracked:.4f} 1/m")
print(f"bonded curvature, beam = {curv_bonded:.4f} 1/m")
print(f"bonded curvature, 2D = {fe_bonded:.4f} 1/m")
print(f"G, formula = {G:.4f} J/m^2 = {G*1e3:.1f} mJ/m^2")
print(f"finite-element side = {d*1e3:.3f} mm")
print("2D G as tip advances one element from distance a:")
for a in starts:
    print(f"  a/h = {a:5.2f}: G = {G_fe[a]:.4f} J/m^2,"
          f" ratio to formula = {G_fe[a]/G:.4f}")
print(f"shorter pin distance = {short_L*1e3:.1f} mm")
print(f"its G, formula = {formula(1-nu**2, short_L):.4f} J/m^2")
print(f"its G, 2D = {G_short:.4f} J/m^2")
print(f"plane-stress G, formula = {formula(1.0, L):.4f} J/m^2")
print(f"plane-stress G, 2D = {G_stress:.4f} J/m^2")
print(f"opening part, formula = {G_open:.4f} J/m^2")
print(f"opening part, 2D = {fe_open:.4f} J/m^2")
print(f"shear part, formula = {G_shear:.4f} J/m^2")
print(f"shear part, 2D = {fe_shear:.4f} J/m^2")
print(f"mode angle magnitude, formula = {psi:.2f} degrees")
print(f"mode angle magnitude, 2D = {psi_fe:.2f} degrees")
print(f"gap at notch for a/h = 5, 2D = {gaps[0]*1e6:.3f} micrometre")
print(f"smallest nodal gap, 2D = {gaps.min()*1e6:.4f} micrometre")
print("all good")
```

It prints:

```
Young modulus E = 160 GPa
Poisson ratio nu = 0.20
width b = 10.0 mm
one-beam thickness h = 0.50 mm
inner-to-outer pin distance L = 5.0 mm
notch-to-inner-pin distance = 5.0 mm
total load P = 10.0 N
bending moment M = 25.00 N mm
plane-strain modulus = 166.67 GPa
one-beam bending stiffness = 0.01736 N m^2
bonded bending stiffness = 0.13889 N m^2
cracked curvature, beam = 1.4400 1/m
cracked curvature, 2D = 1.4400 1/m
bonded curvature, beam = 0.1800 1/m
bonded curvature, 2D = 0.1800 1/m
G, formula = 1.5750 J/m^2 = 1575.0 mJ/m^2
finite-element side = 0.125 mm
2D G as tip advances one element from distance a:
  a/h =  0.00: G = 1.4827 J/m^2, ratio to formula = 0.9414
  a/h =  0.25: G = 1.5377 J/m^2, ratio to formula = 0.9763
  a/h =  0.50: G = 1.5698 J/m^2, ratio to formula = 0.9967
  a/h =  1.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  2.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  3.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  4.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  5.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  6.00: G = 1.5750 J/m^2, ratio to formula = 1.0000
  a/h =  7.00: G = 1.5753 J/m^2, ratio to formula = 1.0002
  a/h =  9.00: G = 1.5775 J/m^2, ratio to formula = 1.0016
  a/h = 12.00: G = 0.8688 J/m^2, ratio to formula = 0.5516
  a/h = 15.00: G = 0.3091 J/m^2, ratio to formula = 0.1962
shorter pin distance = 3.0 mm
its G, formula = 0.5670 J/m^2
its G, 2D = 0.5670 J/m^2
plane-stress G, formula = 1.6406 J/m^2
plane-stress G, 2D = 1.6406 J/m^2
opening part, formula = 0.9000 J/m^2
opening part, 2D = 0.9000 J/m^2
shear part, formula = 0.6750 J/m^2
shear part, 2D = 0.6750 J/m^2
mode angle magnitude, formula = 40.89 degrees
mode angle magnitude, 2D = 40.89 degrees
gap at notch for a/h = 5, 2D = 5.718 micrometre
smallest nodal gap, 2D = 0.0622 micrometre
all good
```
